# Why reciprocal minority-carrier lifetime rises linearly with fluence at low damage

A silicon solar cell has been measured before irradiation and after a fluence of \(10^{14}\) particles per cm², and its minority-carrier lifetime is needed at \(10^{15}\) cm⁻². The calculation hangs on which quantity may be extrapolated along a straight line. In the example below the two measured lifetimes would be 20.0 and 3.98 µs. A straight line through the lifetimes themselves gives a negative lifetime at \(10^{15}\) cm⁻². Dividing the second lifetime by ten gives 0.398 µs, which is 18 % below the model's 0.485 µs. The line that works is

\[
\frac1\tau=\frac1{\tau_0}+K\Phi ,
\]

where \(\tau_0\) is the lifetime before irradiation, \(\Phi\) the fluence in cm⁻², and \(K\) the damage constant in cm²/s. It is straight when three conditions hold: independent centres add their rates, their number is proportional to fluence, and each centre's ability to cause recombination stays the same.

## The rate of one centre

Take p-type material with equilibrium densities \(p_0\) of holes and \(n_0\ll p_0\) of electrons. A recombination centre of density \(N\) has one level in the gap, occupied by an electron with probability \(f\). Its capture coefficients are \(c_n=\sigma_n v_n\) and \(c_p=\sigma_p v_p\), each a cross section times a thermal speed.

Electrons are captured by empty centres at the rate \(Nc_n n(1-f)\) per volume and emitted at a rate proportional to \(Nf\). In equilibrium the two cancel, which fixes the emission rate as \(Nc_n n_1 f\), where \(n_1\) is the electron density for which \(f=\tfrac12\). The hole processes are treated alike, with \(p_1\) the matching hole density and \(n_1p_1=n_0p_0\). In a steady state, electrons and holes arrive at the centre equally fast:

\[
c_n[n(1-f)-n_1f]=c_p[pf-p_1(1-f)] .
\]

Collecting the terms in \(f\) gives

\[
f=\frac{c_nn+c_pp_1}{S},\qquad 1-f=\frac{c_nn_1+c_pp}{S},
\]
\[
S=c_n(n+n_1)+c_p(p+p_1).
\]

Put these into the net electron capture. The terms \(c_n n n_1\) cancel, and the recombination rate is

\[
R=Nc_n[n(1-f)-n_1f]=\frac{Nc_nc_p\,(np-n_0p_0)}{S}.
\]

Now add a small excess \(\delta n\) of electrons and, neglecting the charge held on the centres, an equal excess of holes. Then

\[
np-n_0p_0=(n_0+p_0)\,\delta n+\delta n^2\approx p_0\,\delta n .
\]

If also \((c_n+c_p)\delta n\ll S\), the denominator keeps its equilibrium value. The loss rate per excess electron is therefore

\[
\frac{R}{\delta n}=Nc_n g,\qquad
g=\frac{c_pp_0}{c_p(p_0+p_1)+c_n(n_0+n_1)} .
\]

The factor \(g\) weighs a centre by its ability to complete a recombination. For a deep level in p-type material the electron terms in the denominator are negligible, and

\[
g\approx\frac{p_0}{p_0+p_1}=1-f_0 ,
\]

the fraction of centres that are empty in equilibrium. A filled centre cannot capture an electron.

For a shallow level near the conduction band, \(n_1\) is large and most captured electrons are thermally released again. A level 0.20 eV below the conduction band, with the cross sections \(\sigma_n=10^{-14}\) and \(\sigma_p=2\times10^{-15}\) cm², has \(g=0.017\). It captures as readily as a deep centre but contributes about sixty times less recombination than its capture rate suggests.

## Several kinds of centre

Let \(r_i=N_ic_{n,i}g_i\) be the rate for kind \(i\). During a short time \(dt\) an electron avoids recombination at kind \(i\) with probability \(1-r_i\,dt\). If the kinds act independently, and trapped electrons awaiting release are few compared with the free ones, the chance \(P\) that it is still present obeys

\[
P(t+dt)=P(t)\prod_i(1-r_i\,dt)=P(t)\Big[1-\sum_i r_i\,dt\Big]
\]

to first order in \(dt\). Hence \(dP/dt=-P\sum_i r_i\), the decay is exponential, and

\[
\frac1\tau=\sum_i N_ic_{n,i}g_i .
\]

Rates add because each kind offers one more way to be lost. The reciprocal lifetime is thus the natural variable, and the centres present before irradiation supply the constant \(1/\tau_0\).

This was tested with the kinetic equations for electrons, holes and the occupancies of three kinds of centre, using the example's values at \(10^{14}\) cm⁻² and the hole density before irradiation. Solved one kind at a time under weak steady light, they give \(1.958\times10^5\), \(0.053\times10^5\) and \(0.500\times10^5\) s⁻¹. The sum and the joint solution are both \(2.511\times10^5\) s⁻¹. The decay after a weak light pulse of \(10^{10}\) electrons per cm³ gives the same rate to four figures.

Independence is a real condition. Suppose an electron can pass directly from a shallow centre of density \(N_1\) to a deep one of density \(N_2\), with a transfer coefficient \(w\). Most shallow centres re-emit, so their extra occupancy follows from \(c_n\delta n\approx c_nn_1\delta f_1\), that is \(\delta f_1\approx\delta n/n_1\). The extra loss per excess electron is then

\[
\frac{wN_1N_2(1-f_2)\,\delta f_1}{\delta n}\approx\frac{wN_1N_2(1-f_2)}{n_1}.
\]

If both densities grow as \(\Phi\), this term grows as \(\Phi^2\). For illustrative values \(w=10^{-5}\) cm³/s and \(N_1=N_2=10^{12}\) cm⁻³, with \(p_0\) held fixed, doubling both densities multiplies the extra rate by 3.98. The small shortfall from 4 arises because the transfer itself slightly empties the shallow level. This \(w\) is fifty times \(c_n\) and far above a rough tunnelling estimate for randomly placed centres about 1 µm apart, \(10^{-8}\) to \(10^{-7}\) cm³/s; even so, the extra rate is only 0.4 % of the total. Where transfer occurs between defects made close together by one particle, the number of such pairs grows as \(\Phi\) and the line stays straight.

## From fluence to number of centres

Let \(\eta\) be the number of centres made per cm³ and per unit fluence; its unit is cm⁻¹. It includes the chance that a displaced atom escapes immediate return to its site and ends in the centre considered. While the crystal offers each new particle practically the same target as the first, every increment of fluence adds the same number of centres, and \(N=\eta\Phi\).

The first correction appears when a centre needs a precursor, such as an impurity atom, of density \(X\). Assume that most mobile defects end elsewhere, so that each unconverted precursor keeps the same chance of conversion. Then

\[
\frac{dN}{d\Phi}=\eta\left(1-\frac NX\right),\qquad N(0)=0,
\]

with the solution

\[
N=X\left(1-e^{-\eta\Phi/X}\right)=\eta\Phi\left(1-\frac{\eta\Phi}{2X}+\dots\right).
\]

A centre that needs two separate hits behaves differently. With \(x\) random hits per site on average, the chance of two or more is

\[
1-e^{-x}(1+x)=\frac{x^2}{2}+\dots ,
\]

which starts quadratically. In a simulation with four million sites, raising \(x\) from 0.05 to 0.10 increased the fraction hit at least once from 0.0488 to 0.0952, a factor of 1.95. The fraction hit at least twice rose from 0.00120 to 0.00464, a factor of 3.9. The straight line therefore belongs to centres that one particle can start.

Inserting \(N_i=\eta_i\Phi\) into the sum of rates gives the law, with

\[
K=\sum_i\eta_ic_{n,i}g_i .
\]

## Weighing the centres in a silicon cell

The example is boron-doped silicon at 300 K under electrons of roughly 1 MeV. All material parameters are rough typical values. The acceptor density is \(1.3\times10^{15}\) cm⁻³, and \(c_n=2.0\times10^{-7}\) cm³/s for every centre. Two kinds of damage are kept:

- A carbon-oxygen interstitial pair, 0.36 eV above the valence band, with \(\eta=0.010\) cm⁻¹. Here \(p_1=2.8\times10^{13}\) cm⁻³, far below \(p_0\), so \(g=0.979\).
- The divacancy donor level, 0.20 eV above the valence band, with \(\eta=0.003\) cm⁻¹. Here \(p_1=1.35\times10^{16}\) cm⁻³, so most of these centres already hold an electron and \(g=0.088\).

Their contributions are

\[
K_{\rm CO}=0.010\times2.0\times10^{-7}\times0.979=1.96\times10^{-9}\ \text{cm}^2/\text{s},
\]
\[
K_{\rm VV}=0.003\times2.0\times10^{-7}\times0.088=5.3\times10^{-11}\ \text{cm}^2/\text{s},
\]

so \(K=2.01\times10^{-9}\) cm²/s. With only its donor level included, the divacancy makes up 23 % of the new centres but 2.6 % of the damage constant. Counting defects is not enough; their occupancy must be weighed too. The small share belongs to this one-level model. A real divacancy that already holds an electron can capture another through a second level, about 0.42 eV below the conduction band. If a hole then followed quickly and the electron capture had a cross section of \(2\times10^{-15}\) cm², the divacancy's share would be about 8 %; with \(10^{-14}\) cm² it would be about 23 %.

A grown-in midgap centre of density \(2.5\times10^{11}\) cm⁻³ gives \(1/\tau_0=2.5\times10^{11}\times2.0\times10^{-7}=5.0\times10^4\) s⁻¹, or \(\tau_0=20.0\) µs. Damage matches this rate at

\[
\Phi_{1/2}=\frac1{K\tau_0}=\frac{5.0\times10^4}{2.01\times10^{-9}}=2.5\times10^{13}\ \text{cm}^{-2},
\]

where the lifetime is halved. Writing \(\tau=\tau_0/(1+\Phi/\Phi_{1/2})\) shows the two limits. Well below \(\Phi_{1/2}\) the lifetime itself falls linearly, \(\tau\approx\tau_0(1-\Phi/\Phi_{1/2})\). Well above it the original quality no longer matters, and \(\tau\approx1/(K\Phi)\).

With a constant diffusivity \(D=34.9\) cm²/s, the diffusion length obeys \(L^2=D\tau\). Dividing the lifetime law by \(D\) gives

\[
\frac1{L^2}=\frac1{L_0^2}+\frac KD\,\Phi,\qquad \frac KD=5.8\times10^{-11}.
\]

The diffusion length falls from 264 µm to 118 µm at \(10^{14}\) cm⁻² and to 41 µm at \(10^{15}\) cm⁻². In an absorber about 100 µm thick, many electrons generated far from the junction are then lost.

## What bends the line

Low damage does not mean a small change of lifetime. At \(10^{15}\) cm⁻² the lifetime has fallen 41-fold, yet the model's added rate is only 0.083 % below the straight line. This refers to the lifetime of free electrons. Electrons held on the centres leave about 5 % more excess holes than excess electrons at this fluence, so a steady photoconductance read as if the two were equal (hole mobility 460 cm²/V s) gives an added rate about 1.3 % below the line. What must stay small is the change in the surroundings of each centre, and two contributions can be separated.

**Loss of holes.** Both damage centres are donors, positively charged when empty. Charge neutrality makes each empty centre cost one hole:

\[
\delta p_0\approx-\sum_i\eta_i\Phi g_i .
\]

At \(10^{15}\) cm⁻² this is \(-1.0\times10^{13}\) cm⁻³, or \(-0.77\) % of \(p_0\). Differentiating \(g=p_0/(p_0+p_1)\) gives

\[
\frac{\delta g}{g}=\frac{p_1}{p_0+p_1}\frac{\delta p_0}{p_0}=(1-g)\frac{\delta p_0}{p_0}.
\]

Weighted by the shares of \(K\), the factor in front of \(\delta p_0/p_0\) is \(0.974\times0.021+0.026\times0.912=0.044\). The added rate thus changes by \(0.044\times(-0.77\,\%)=-0.034\) %, in agreement with the self-consistent solution. The effect is weak because the dominant centre is nearly all empty from the start.

**Loss of precursors.** With \(X=10^{16}\) cm⁻³ of carbon, the relative loss is \(\eta\Phi/2X=10^{13}/(2\times10^{16})=0.05\) % for the carbon-oxygen pair, and nearly the same for the total. The two losses together account for the 0.083 %. The size and sign of the precursor term rest on the assumption that most mobile defects end elsewhere. If carbon were the only sink, the term would vanish until the carbon ran out; if boron competed for the interstitials seven times as effectively per atom, its faster depletion would turn the term to +0.14 %.

Both corrections are proportional to \(\Phi\) at first, so the departure is 0.84 % at \(10^{16}\) cm⁻². At \(10^{17}\) cm⁻² the hole density has dropped to \(4.0\times10^{14}\) cm⁻³ and the added rate lies 10.6 % below the line. Low damage has ended there in this model.

## What changes the slope

Some conditions, if held fixed, alter \(K\) without bending the line. At finite injection, the general expression for \(R\) gives, for a deep level,

\[
g(\delta n)\approx\frac{p_0+\delta n}{p_0+p_1+(1+c_n/c_p)\,\delta n}.
\]

The carbon-oxygen pair has \(c_n/c_p=6.25\) here. It captures an electron readily but then waits for a hole, and while it waits it cannot capture another electron. An excess of 1 % of the doping already lowers \(K\) by 5.6 %. At this fixed excess, doubling the fluence from \(10^{14}\) cm⁻² still doubles the added rate. Lifetimes taken at different injection levels should therefore not be placed on one line without correction. Constant illumination does not ensure a constant level: the excess density falls as damage grows, so under strong light the line can bend.

Use at 330 K, with cross sections and band gap held fixed, lowers \(K\) by 2.8 %. The thermal speed rises by \(\sqrt{1.1}\), or 4.9 %, but the levels hold more electrons as \(p_1\) grows, and with these parameters this outweighs the gain. The balance is close: halving \(p_1\) gives −0.9 %, adding the second divacancy level with \(10^{-14}\) cm² gives −0.2 %, and both together give +2 %, so the sign is not secure for real silicon.

## Beside the real cell

The doping corresponds to silicon of roughly 10 Ω cm, and measured values of \(K/D\) for such material under 1 MeV electrons are roughly of order \(10^{-10}\). The model's \(5.8\times10^{-11}\) has the right size, but its electron capture cross sections and introduction rates could each be wrong by a factor of several, and \(K\) moves in proportion to them. At \(10^{15}\) cm⁻² and below, an injection of 1 % of the doping lowers the added rate by 5.6 %, far more than the loss of holes and precursors does. Real irradiation can also deactivate boron, which the model omits; by the sensitivity found above, a further 10 % loss of holes would change the model's \(K\) by about 0.5 %. This weak sensitivity does not describe the doping dependence of real cells: going to \(1.5\times10^{16}\) cm⁻³ (about 1 Ω cm) raises the model's \(K\) by only 15 %, whereas measured \(K/D\) rises several-fold, which two centres with fixed introduction rates cannot reproduce.

Other defect levels add their own terms to \(K\). Surface recombination adds a nearly fluence-independent term to the measured loss. It joins \(1/\tau_0\) and largely cancels when reciprocal lifetimes are subtracted: for a slab 100 µm thick with \(10^4\) cm/s on both faces, \(K\) is unchanged in the late decay and 2 % too high under steady uniform light. It must be removed when the bulk lifetime or diffusion length itself is wanted. Damage that varies with depth makes \(K\) a local quantity. Annealing keeps the line straight if the surviving fraction of each kind of centre does not depend on fluence, but it changes the slope. The use of an average density is safe here: at \(10^{14}\) cm⁻² a cube one diffusion length wide holds about two million damage centres, and for random placement their number fluctuates by less than 0.1 %.

For the cell at the start, the procedure is to subtract the reciprocal lifetimes, \((2.51-0.50)\times10^5\) s⁻¹, divide by \(10^{14}\) cm⁻² to obtain \(K\), and extend the line to \(10^{15}\) cm⁻². It requires the same particle energy and annealing history at both fluences, and the same temperature and injection level for all three lifetimes. The underlying values are listed in the numerical output.

## Values computed for the example and the checks

```
temperature 300 K, acceptors 1.30e+15 cm^-3
thermal energy kT/q = 0.02585 V
mobility 1350 cm^2/Vs, diffusivity 34.90 cm^2/s
carbon precursor density 1.0e+16 cm^-3
grown-in centre density 2.50e+11 cm^-3
electron speed 2.0e7 cm/s, hole speed 1.6e7 cm/s (inputs)
C-O pair: level 0.36 eV, eta 0.010 cm^-1, sigma_n 1e-14, sigma_p 2e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 2.777e+13 cm^-3, g 0.9791, K part 1.958e-09 cm^2/s
divacancy: level 0.20 eV, eta 0.003 cm^-1, sigma_n 1e-14, sigma_p 1e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 1.354e+16 cm^-3, g 0.0876, K part 5.256e-11 cm^2/s
grown-in: level 0.56 eV, eta 0.000 cm^-1, sigma_n 1e-14, sigma_p 2e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 1.213e+10 cm^-3, g 0.9999, K part 0.000e+00 cm^2/s
damage constant K = 2.0107e-09 cm^2/s, K/D = 5.761e-11
initial lifetime 20.001 us, diffusion length 264.2 um
fluence that halves the lifetime 2.487e+13 cm^-2
at 1e14 cm^-2: separate rates 1.9582e+05, 5.2563e+03, 4.9997e+04 s^-1
  their sum 2.51069e+05, joint kinetics 2.51069e+05 s^-1
  rate from pulse decay 2.51067e+05, formula 2.51069e+05 s^-1
shallow level 0.20 eV below conduction band: g 0.0167
charge transfer between kinds, both densities doubled: extra rate x 3.984
hits per site 0.05: hit once or more 0.04878, twice or more 0.00120
hits per site 0.10: hit once or more 0.09520, twice or more 0.00464
hits per site 1.00: hit once or more 0.63215, twice or more 0.26417
fluence cm^-2 | line s^-1 | tau us | L um (from the line)
  1e+13 | 7.0104e+04 | 14.2645 | 223.12
  1e+14 | 2.5107e+05 | 3.9830 | 117.90
  1e+15 | 2.0607e+06 | 0.4853 | 41.15
fluence | holes cm^-3 | added-rate error %: all, hole removal only
  1e+14 | 1.2987e+15 | -0.0083, -0.0034
  1e+15 | 1.2897e+15 | -0.0830, -0.0343
  1e+16 | 1.2001e+15 | -0.8376, -0.3549
  1e+17 | 4.0111e+14 | -10.6156, -6.8235
injection 1 % of doping: K changes by -5.56 %
  added rate when fluence doubles: x 1.9998
use at 330 K: K changes by -2.83 %
damage centres in a cube one diffusion length wide at 1e14 cm^-2: 2.13e+06
```
